# The Darwin Interaction from Retarded Potentials: verification in Python

```python
"""Darwin interaction of two slowly moving point charges.

Result under test (Hartree atomic units, Gaussian-type potentials):
  L_int = -q1 q2/r + q1 q2 [v1.v2 + (v1.n)(v2.n)] / (2 c^2 r)
up to a total time derivative and terms beyond 1/c^2.
r1, r2: positions; v1, v2: velocities; r = |r1-r2|; n = (r1-r2)/r;
q1, q2: charges; c: speed of light. R is the distance from a fixed field
point to the moving source, and its time derivatives are taken at that point.
The reference is the full Lienard-Wiechert solution at the retarded time.
"""
from mpmath import mp, mpf
from scipy import constants

mp.dps = 60
STEP = mpf(10) ** -15
ZERO = mpf(0)
C_REAL = 1 / mpf(constants.fine_structure)
C_LARGE = mpf(10) ** 5          # used to isolate leading powers of 1/c
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
CHARGE = [mpf(-1), mpf(-1)]
# For each particle: position, velocity, acceleration, rate of acceleration
PATH = [
    [[1, 2, 2], [1, 0, 1], [0, 1, 1], [-1, 0, 1]],
    [[0, 0, 0], [0, 1, 1], [1, -1, 0], [1, 2, 0]],
]


def pos(k, t):
    return [x + v*t + a*t**2/2 + j*t**3/6 for x, v, a, j in zip(*PATH[k])]


def vel(k, t):
    return [v + a*t + j*t**2/2 for x, v, a, j in zip(*PATH[k])]


def dot(a, b):
    return sum(x*y for x, y in zip(a, b))


def sub(a, b):
    return [x - y for x, y in zip(a, b)]


def norm(a):
    return mp.sqrt(dot(a, a))


def shift(a, i, s):
    b = list(a)
    b[i] += s
    return b


def slope(f, x=ZERO):
    return (f(x + STEP) - f(x - STEP)) / (2*STEP)


def distance(x, k, t):
    return norm(sub(x, pos(k, t)))


def retarded_time(k, x, t, c):
    delay = ZERO
    for _ in range(40):
        delay = distance(x, k, t - delay) / c
    return t - delay


def potentials(k, x, t, c):
    """Return [phi, Ax, Ay, Az] of particle k."""
    tr = retarded_time(k, x, t, c)
    d, v = sub(x, pos(k, tr)), vel(k, tr)
    phi = CHARGE[k] / (norm(d) - dot(d, v)/c)
    return [phi] + [phi*vi/c for vi in v]


def potential_slopes(k, x, c):
    space = []
    for i in range(3):
        up = potentials(k, shift(x, i, STEP), ZERO, c)
        down = potentials(k, shift(x, i, -STEP), ZERO, c)
        space.append([(a - b)/(2*STEP) for a, b in zip(up, down)])
    up, down = potentials(k, x, STEP, c), potentials(k, x, -STEP, c)
    return space, [(a - b)/(2*STEP) for a, b in zip(up, down)]


def retarded_force(k, c):
    """Lorentz force on particle k in the full field of the other one."""
    g, gt = potential_slopes(1 - k, pos(k, ZERO), c)
    v = vel(k, ZERO)
    force = []
    for i in range(3):
        magnetic = sum(v[j]*(g[i][1+j] - g[j][1+i]) for j in range(3))
        force.append(CHARGE[k]*(-g[i][0] - gt[1+i]/c + magnetic/c))
    return force


def darwin_bracket(va, vb, n):
    return (dot(va, vb) + dot(va, n)*dot(vb, n)) / 2


def no_scalar_retardation(va, vb, n):
    return dot(va, vb)


def coulomb_only(va, vb, n):
    return ZERO


def pair_lagrangian(ra, va, rb, vb, c, bracket):
    d = sub(ra, rb)
    r = norm(d)
    n = [x/r for x in d]
    return CHARGE[0]*CHARGE[1]*(-1 + bracket(va, vb, n)/c**2)/r


def lagrange_force(k, c, bracket):
    """dL/dr - d/dt(dL/dv) for particle k, evaluated along the paths."""
    o = 1 - k

    def lag(i, dr, dv, t):
        return pair_lagrangian(shift(pos(k, t), i, dr),
                               shift(vel(k, t), i, dv),
                               pos(o, t), vel(o, t), c, bracket)

    def momentum(i, t):
        return slope(lambda s: lag(i, ZERO, s, t))

    return [slope(lambda s: lag(i, s, ZERO, ZERO))
            - slope(lambda t: momentum(i, t)) for i in range(3)]


# The starting potentials satisfy the field equations away from the source.
x1 = pos(0, ZERO)
centre = potentials(1, x1, ZERO, C_REAL)
space, time = potential_slopes(1, x1, C_REAL)
assert abs(sum(space[i][1+i] for i in range(3)) + time[0]/C_REAL) < 1e-20
for m in range(4):
    def second(up, down):
        return (up[m] + down[m] - 2*centre[m]) / STEP**2
    laplacian = sum(second(potentials(1, shift(x1, i, STEP), ZERO, C_REAL),
                           potentials(1, shift(x1, i, -STEP), ZERO, C_REAL))
                    for i in range(3))
    curvature = second(potentials(1, x1, STEP, C_REAL),
                       potentials(1, x1, -STEP, C_REAL))
    assert abs(laplacian - curvature/C_REAL**2) < 1e-20

# Expansion of the retarded distance and of both potentials.
v1, v2 = vel(0, ZERO), vel(1, ZERO)
a2 = PATH[1][2]
r = distance(x1, 1, ZERO)
n = [x/r for x in sub(x1, pos(1, ZERO))]
R_dot = mp.diff(lambda t: distance(x1, 1, t), ZERO)
R_ddot = mp.diff(lambda t: distance(x1, 1, t), ZERO, 2)
assert abs(R_dot + dot(n, v2)) < 1e-20
assert abs(R_ddot + dot(n, a2) - (dot(v2, v2) - dot(n, v2)**2)/r) < 1e-20
c = C_LARGE
R_ret = distance(x1, 1, retarded_time(1, x1, ZERO, c))
second_order = c**2*(R_ret - r + r*R_dot/c)
assert abs(second_order - (r*R_dot**2 + r**2*R_ddot/2)) < 1e-3
full = potentials(1, x1, ZERO, c)
phi_rest = c**3*(full[0] - CHARGE[1]*(1/r + R_ddot/(2*c**2)))
third = mp.diff(lambda t: distance(x1, 1, t)**2, ZERO, 3)
assert abs(phi_rest + CHARGE[1]*third/6) < 1e-3
for i in range(3):
    A_rest = c**2*(full[1+i] - CHARGE[1]*v2[i]/(c*r))
    assert abs(A_rest + CHARGE[1]*a2[i]) < 1e-3

# Removal of the total derivative; coefficients multiply q1 q2/c^2.
before = dot(v1, v2)/r - R_ddot/2
after = darwin_bracket(v1, v2, n)/r


def n_dot_v2(t):
    d = sub(pos(0, t), pos(1, t))
    return dot(d, vel(1, t))/norm(d)


removed = slope(n_dot_v2)/2
assert abs(before - after - removed) < 1e-20

# One Lagrangian gives both forces; the remainder starts at 1/c^3.
for k in range(2):
    rest = sub(retarded_force(k, c), lagrange_force(k, c, darwin_bracket))
    expected = [2*CHARGE[0]*CHARGE[1]*j/mpf(3) for j in PATH[1-k][3]]
    assert norm(sub([c**3*x for x in rest], expected)) < 1e-3
control = c**2*norm(sub(retarded_force(0, c),
                        lagrange_force(0, c, no_scalar_retardation)))
assert control > 0.1

# Hamiltonian: numerical Legendre transform with unequal masses.
MASS = [mpf(1), mpf(3)]


def full_lagrangian(velocities, c):
    kinetic = sum(MASS[k]*c**2*(1 - mp.sqrt(1 - dot(v, v)/c**2))
                  for k, v in enumerate(velocities))
    return kinetic + pair_lagrangian(x1, velocities[0], pos(1, ZERO),
                                     velocities[1], c, darwin_bracket)


def hamiltonian_error(c):
    p1 = [slope(lambda s: full_lagrangian([shift(v1, i, s), v2], c))
          for i in range(3)]
    p2 = [slope(lambda s: full_lagrangian([v1, shift(v2, i, s)], c))
          for i in range(3)]
    energy = dot(p1, v1) + dot(p2, v2) - full_lagrangian([v1, v2], c)
    formula = CHARGE[0]*CHARGE[1]/r
    for p, m in zip((p1, p2), MASS):
        formula += dot(p, p)/(2*m) - dot(p, p)**2/(8*m**3*c**2)
    formula -= (CHARGE[0]*CHARGE[1]*(dot(p1, p2) + dot(p1, n)*dot(p2, n))
                / (2*MASS[0]*MASS[1]*c**2*r))
    return energy - formula


ratio = hamiltonian_error(mpf(1000))/hamiltonian_error(mpf(2000))
assert abs(ratio - 16) < 0.01


# Energy contribution of the Darwin term when velocities are the variables.
def darwin_term(va, vb):
    origin = pos(1, ZERO)
    return (pair_lagrangian(x1, va, origin, vb, C_REAL, darwin_bracket)
            - pair_lagrangian(x1, va, origin, vb, C_REAL, coulomb_only))


term = darwin_term(v1, v2)
velocity_energy = -term
for i in range(3):
    velocity_energy += v1[i]*slope(lambda s: darwin_term(shift(v1, i, s), v2))
    velocity_energy += v2[i]*slope(lambda s: darwin_term(v1, shift(v2, i, s)))
assert abs(velocity_energy - term) < 1e-20

# Forces and simple geometries at the physical speed of light.
F_full = retarded_force(0, C_REAL)
F_coulomb = lagrange_force(0, C_REAL, coulomb_only)
F_darwin = lagrange_force(0, C_REAL, darwin_bracket)
coulomb_error = norm(sub(F_full, F_coulomb))
darwin_error = norm(sub(F_full, F_darwin))
assert darwin_error < coulomb_error/5


def simple_term(velocity):
    place, origin = [mpf(1), ZERO, ZERO], [ZERO]*3
    return (pair_lagrangian(place, velocity, origin, velocity, C_REAL,
                            darwin_bracket)
            - pair_lagrangian(place, velocity, origin, velocity, C_REAL,
                              coulomb_only))


side = simple_term([ZERO, mpf(1), ZERO])
line = simple_term([mpf(1), ZERO, ZERO])
assert abs(line/side - 2) < 1e-20


def show(label, value, unit, digits=6):
    print(f"{label}: {float(value):.{digits}g} {unit}")


def show_vector(label, vector, unit):
    print(label + ": (" + ", ".join(f"{float(x):.6g}" for x in vector)
          + ") " + unit)


show("speed of light c", C_REAL, "a.u.", 9)
show("charge q1", CHARGE[0], "e")
show("charge q2", CHARGE[1], "e")
show_vector("r1 - r2", sub(x1, pos(1, ZERO)), "bohr")
show("distance r", r, "bohr")
show_vector("unit vector n", n, "(no unit)")
for k in range(2):
    show_vector(f"velocity v{k+1}", PATH[k][1], "a.u.")
    show_vector(f"acceleration a{k+1}", PATH[k][2], "a.u.")
    show_vector(f"rate of acceleration {k+1}", PATH[k][3], "a.u.")
show("v1.v2", dot(v1, v2), "a.u.")
show("v1.n", dot(v1, n), "a.u.")
show("v2.n", dot(v2, n), "a.u.")
show("first time derivative of R", R_dot, "a.u.")
show("second time derivative of R", R_ddot, "a.u.")
show("coefficient of q1q2/c^2 before removal", before, "a.u.")
show("removed total derivative, same factor", removed, "a.u.")
show("Darwin coefficient, same factor", after, "a.u.")
show("Coulomb energy", CHARGE[0]*CHARGE[1]/r, "hartree")
show("Darwin term in L", term, "hartree")
show("Darwin term in L", term*HARTREE_EV, "eV")
show("its energy contribution in velocities", velocity_energy, "hartree")
show("Coulomb force size on particle 1", norm(F_coulomb), "a.u.")
show("retarded minus Coulomb force, size", coulomb_error, "a.u.")
show("retarded minus Darwin-Lagrangian force, size", darwin_error, "a.u.")
show("c^2 times force error without phi retardation", control, "a.u.")
show("Hamiltonian error ratio when c is doubled", ratio, "(no unit)", 8)
show("simple geometry: distance", 1, "bohr")
show("simple geometry: both speeds", 1, "a.u.")
show("Darwin term in L, side by side", side, "hartree")
show("Darwin term in L, one behind the other", line, "hartree")
print("every check passed")
```

Output:

```
speed of light c: 137.035999 a.u.
charge q1: -1 e
charge q2: -1 e
r1 - r2: (1, 2, 2) bohr
distance r: 3 bohr
unit vector n: (0.333333, 0.666667, 0.666667) (no unit)
velocity v1: (1, 0, 1) a.u.
acceleration a1: (0, 1, 1) a.u.
rate of acceleration 1: (-1, 0, 1) a.u.
velocity v2: (0, 1, 1) a.u.
acceleration a2: (1, -1, 0) a.u.
rate of acceleration 2: (1, 2, 0) a.u.
v1.v2: 1 a.u.
v1.n: 1 a.u.
v2.n: 1.33333 a.u.
first time derivative of R: -1.33333 a.u.
second time derivative of R: 0.407407 a.u.
coefficient of q1q2/c^2 before removal: 0.12963 a.u.
removed total derivative, same factor: -0.259259 a.u.
Darwin coefficient, same factor: 0.388889 a.u.
Coulomb energy: 0.333333 hartree
Darwin term in L: 2.07089e-05 hartree
Darwin term in L: 0.000563517 eV
its energy contribution in velocities: 2.07089e-05 hartree
Coulomb force size on particle 1: 0.111111 a.u.
retarded minus Coulomb force, size: 1.47939e-05 a.u.
retarded minus Darwin-Lagrangian force, size: 5.86445e-07 a.u.
c^2 times force error without phi retardation: 0.173386 a.u.
Hamiltonian error ratio when c is doubled: 16.000053 (no unit)
simple geometry: distance: 1 bohr
simple geometry: both speeds: 1 a.u.
Darwin term in L, side by side: 2.66257e-05 hartree
Darwin term in L, one behind the other: 5.32514e-05 hartree
every check passed
```
